\section*{Terms of l^N from a generating function and mixed differences}

\section{What goes wrong without a count}

Put two electrons in the same $s$ shell and couple their angular momenta as if they were distinguishable. Two orbital momenta of zero give $L=0$, and two spins $1/2$ give $S=0$ or $S=1$. The result is a $^1S$ and a $^3S$ term with $1+3=4$ states. The shell has two spin-orbitals, however, and two electrons can fill them in one way. The triplet does not exist.

In a larger shell the error is harder to see. The open shell of the cobalt atom in the configuration $3d^7 4s^2$ has 120 determinants. Coupling seven momenta freely produces many states forbidden by antisymmetry, and a list of the allowed pairs $(L,S)$ is still not enough, because a pair may occur more than once. What is needed is the multiplicity $a(L,S)$, the number of independent terms with given $L$ and $S$.

This number has a direct use. Let the Hamiltonian commute with the total orbital and spin angular momenta, as the nonrelativistic atomic Hamiltonian without external fields does. Within one configuration its matrix then splits into blocks labelled by $L,S,M_L,M_S$, and $a(L,S)$ is the size of a block. A wrong multiplicity means a block of the wrong size, and hence a wrong number of eigenvalues when coincident ones are counted separately.

Atomic units are used, so angular momenta are in units of $\hbar$. The superscript in $^{2S+1}L$ is the spin multiplicity, which is distinct from $a(L,S)$.

\section{The $s$ shell}

Each of the two spin-orbitals is either empty or filled once. Let $t$ mark an electron, and let the exponent of $y$ record its spin projection. An empty spin-orbital contributes $1$, and a filled one contributes $t\,y^{1/2}$ or $t\,y^{-1/2}$. The choices are independent, so the factors multiply:
\begin{equation}
(1+t\,y^{1/2})(1+t\,y^{-1/2})
=1+t\,(y^{1/2}+y^{-1/2})+t^2 .
\label{eq:s}
\end{equation}
The term linear in $t$ contains the two states of one electron, a $^2S$ term. The term in $t^2$ has coefficient $1$ and $M_S=0$. A triplet would also need states with $M_S=\pm1$, that is, $t^2y$ and $t^2y^{-1}$. They are absent, so $s^2$ is $^1S$. The Pauli principle has entered through the absence of squares such as $(t\,y^{1/2})^2$ within one factor.

\section{The general shell}

For orbital angular momentum $l$ the spin-orbitals are $(m,\sigma)$, with $m=-l,\ldots,l$ and $\sigma=\pm1/2$. There are $2(2l+1)=4l+2$ of them. A second variable $x$ now records $m$, and a filled spin-orbital contributes $t\,x^m y^\sigma$. Hence
\begin{equation}
Z(t,x,y)=\prod_{m=-l}^{l}(1+t\,x^m y^{1/2})(1+t\,x^m y^{-1/2}) .
\label{eq:Z}
\end{equation}
To multiply this out, choose $1$ or the filled term from each factor. Each set of choices is a set of occupied spin-orbitals, hence one Slater determinant. If $N$ are occupied, the product of their factors is
\begin{equation}
t^N x^{M_L}y^{M_S},\qquad
M_L=\sum_{i=1}^N m_i,\quad M_S=\sum_{i=1}^N\sigma_i .
\end{equation}
Collecting equal monomials gives
\begin{equation}
Z(t,x,y)=\sum_{N,M_L,M_S} C_N(M_L,M_S)\,t^N x^{M_L}y^{M_S},
\label{eq:C}
\end{equation}
where $C_N(M_L,M_S)$ is the number of determinants with these totals.

The operators $L_z$ and $S_z$ are sums of one-electron operators that are diagonal in the spin-orbitals. Each determinant is therefore an eigenstate of both, with eigenvalues $M_L$ and $M_S$. Since the determinants form an orthonormal basis of the $N$-electron space of the shell, $C_N(M_L,M_S)$ is also the dimension of the joint eigenspace.

Two limits check the expansion. At $x=y=1$ all factors become $1+t$, and
\begin{equation}
\sum_{M_L,M_S}C_N(M_L,M_S)=\binom{4l+2}{N},
\label{eq:binom}
\end{equation}
the number of ways to choose $N$ spin-orbitals. For $l=0$, Eq.~\eqref{eq:Z} returns Eq.~\eqref{eq:s}.

The product is unchanged by $x\to1/x$, which exchanges the factors of $m$ and $-m$, and by $y\to1/y$, which exchanges the two spins. Therefore
\begin{equation}
C_N(M_L,M_S)=C_N(-M_L,M_S)=C_N(M_L,-M_S).
\label{eq:rev}
\end{equation}

\section{How one term spreads over the counts}

A determinant has definite $M_L$ and $M_S$ but in general no definite $L$ and $S$. The link between the counts and the terms comes from the ladder operators $L_\pm=L_x\pm iL_y$. The commutator $[L_z,L_\pm]=\pm L_\pm$ shows that they change $M_L$ by $\pm1$. They stay within the shell, because the one-electron operators change $m$ but not $l$. From $[L_x,L_y]=iL_z$,
\begin{align}
L_\mp L_\pm &=L_x^2+L_y^2\pm i(L_xL_y-L_yL_x)\nonumber\\
&=\mathbf L^2-L_z^2\mp L_z .
\end{align}
Let $\psi$ be normalized, with eigenvalue $\lambda$ of $\mathbf L^2$ and $M$ of $L_z$. Since $L_\mp$ is the adjoint of $L_\pm$,
\begin{equation}
\|L_\pm\psi\|^2=\lambda-M(M\pm1)\ge0 .
\label{eq:norm}
\end{equation}

The shell is finite, so repeated raising must end. Call the last projection $L$. There the norm after raising vanishes, which gives $\lambda=L(L+1)$. The squared norm after lowering this top state is $L(L+1)-L(L-1)=2L$, so $L\ge0$. Repeated lowering must also end, at some $M'\le L$ with $L(L+1)=M'(M'-1)$. The roots are $M'=-L$ and $M'=L+1$, and the second exceeds $L$. The projections of a state with quantum number $L$ thus lie in $-L\le M\le L$. All $M_L$ are integers, hence so is $L$. The same argument for spin gives $-S\le M_S\le S$ in unit steps, with $S-N/2$ an integer.

The orbital and spin operators act on different variables and commute. Inside each sector $(M_L,M_S)$ one can therefore diagonalize $\mathbf L^2$ and $\mathbf S^2$ together. Fix $L$ and $S$, and let $V(M_L,M_S)$ be the subspace with these quantum numbers. With $\lambda=L(L+1)$, Eq.~\eqref{eq:norm} gives for lowering
\begin{equation}
\|L_-\psi\|^2=L(L+1)-M_L(M_L-1)=(L+M_L)(L-M_L+1).
\end{equation}
This is positive for $-L<M_L\le L$. No nonzero vector is lost on lowering, so
\begin{equation}
\dim V(M_L,M_S)\le\dim V(M_L-1,M_S).
\end{equation}
Raising from $M_L-1$ gives a squared norm $L(L+1)-(M_L-1)M_L$, the same positive number, and hence the opposite inequality. The two dimensions are equal. Spin ladders give the same result for $M_S$. The common dimension is $a(L,S)$: it is the same at all $|M_L|\le L$ and $|M_S|\le S$, and zero elsewhere.

One term therefore adds $1$ to every cell of a rectangle in the $(M_L,M_S)$ plane. The counts are a stack of such rectangles:
\begin{equation}
C_N(M_L,M_S)=\sum_{L\ge|M_L|}\;\sum_{S\ge|M_S|}a(L,S),
\label{eq:stack}
\end{equation}
where $L$ and $S$ increase in unit steps. As a check, the sector $M_L=0$ with the smallest non-negative $M_S$ cuts every rectangle once. With $s_0=0$ for even $N$ and $s_0=1/2$ for odd $N$,
\begin{equation}
C_N(0,s_0)=\sum_{L,S}a(L,S)
\label{eq:total}
\end{equation}
is the total number of terms, counted with multiplicity.

\section{Taking the stack apart}

Take $L\ge0$ and $S\ge0$, so that the absolute values in Eq.~\eqref{eq:stack} can be dropped. Subtract the count one step further out in $M_L$:
\begin{align}
D(L,S)&\equiv C_N(L,S)-C_N(L+1,S)\nonumber\\
&=\sum_{S'\ge S}\Big[\sum_{L'\ge L}a(L',S')-\sum_{L'\ge L+1}a(L',S')\Big]\nonumber\\
&=\sum_{S'\ge S}a(L,S').
\label{eq:first}
\end{align}
All terms with $L'>L$ cancel. The first difference counts the terms with this $L$ and with spin at least $S$. A second subtraction, now in the spin direction, removes the higher spins:
\begin{equation}
D(L,S)-D(L,S+1)=\sum_{S'\ge S}a(L,S')-\sum_{S'\ge S+1}a(L,S')=a(L,S).
\end{equation}
Writing out both $D$'s gives
\begin{align}
a(L,S)={}&C_N(L,S)-C_N(L+1,S)\nonumber\\
&-C_N(L,S+1)+C_N(L+1,S+1).
\label{eq:a}
\end{align}
The last sign is positive because the terms with $L'>L$ and $S'>S$, which $C_N(L+1,S+1)$ counts, appear once in $C_N(L,S)$ but are subtracted twice, once with each neighbour, and must be restored once.

This is a mixed second difference, with one step in each variable. A repeated difference in $M_L$ alone is a different quantity. By Eq.~\eqref{eq:first} it equals
\begin{equation}
D(L,S)-D(L+1,S)=\sum_{S'\ge S}\big[a(L,S')-a(L+1,S')\big],
\label{eq:wrong}
\end{equation}
which compares two neighbouring values of $L$ and does not isolate a spin.

The rule can also be applied to the generating function itself. Multiplication by $x^{-1}$ moves the coefficient of $x^{L+1}$ to $x^L$, and $y^{-1}$ acts likewise. Thus $a(L,S)$ is the coefficient of $t^Nx^Ly^S$ in
\begin{equation}
(1-x^{-1})(1-y^{-1})\,Z(t,x,y),\qquad L,S\ge0 .
\end{equation}
The restriction matters. At the exponent $-L-1$ of $x$, Eq.~\eqref{eq:rev} turns the first difference into $C_N(L+1,M_S)-C_N(L,M_S)$, which is the result for $L$ with its sign reversed. The same happens at the exponent $-S-1$ of $y$. With one exponent reflected in this way the coefficient is $-a(L,S)$. With both reflected the two signs cancel and it is $+a(L,S)$, a copy that must not be counted a second time.

For one electron, $C_1(M_L,\pm1/2)=1$ when $|M_L|\le l$, and all other counts vanish. Equation~\eqref{eq:a} then gives $a(l,1/2)=1$ and zero for all other pairs, as it must.

The derivation requires a complete shell of orbitals. Suppose that for $l\ge1$ the orbital $m=l$ alone were kept. One electron with spin up would have $C_1(l,1/2)=1$ and $C_1(l-1,1/2)=0$, and Eq.~\eqref{eq:a} would give $a(l-1,1/2)=0-1=-1$. The negative multiplicity arises because $L_-$ leads out of the truncated space, so the rectangles are incomplete.

\section{Holes and full shells}

Take the filled term out of each factor of $Z$:
\begin{equation}
1+t\,x^my^\sigma=t\,x^my^\sigma\,(1+t^{-1}x^{-m}y^{-\sigma}).
\end{equation}
In the product of the prefactors the exponents of $x$ and $y$ sum to zero, since $m$ and $\sigma$ take opposite values in pairs. The power $t^{4l+2}$ remains:
\begin{equation}
Z(t,x,y)=t^{4l+2}\,Z(1/t,1/x,1/y).
\end{equation}
Comparing the coefficients of $t^Nx^{M_L}y^{M_S}$ and using Eq.~\eqref{eq:rev},
\begin{equation}
C_N(M_L,M_S)=C_{4l+2-N}(-M_L,-M_S)=C_{4l+2-N}(M_L,M_S).
\end{equation}
The configurations $l^N$ and $l^{4l+2-N}$ therefore have the same terms. The counting argument fixes only labels and multiplicities. Energies need the Hamiltonian: for equal radial integrals the Coulomb term energies of $d^3$ and $d^7$ differ by a common constant, but the integrals themselves change from one atom to another.

For $N=4l+2$ the partner is the empty shell, with one state at $M_L=M_S=0$. When an atom has several subshells, their generating functions multiply. A full subshell contributes the factor $1$ in $x$ and $y$, so it leaves the counts of the open shell unchanged.

\section{Separating the spins}

For hand work it is easier to treat the two spin directions one at a time. Let $g_k(\mu)$ be the number of $k$-element subsets of $\{-l,\ldots,l\}$ whose sum is $\mu$. By the reasoning that led to Eq.~\eqref{eq:C},
\begin{equation}
P(u,x)\equiv\prod_{m=-l}^{l}(1+u\,x^m)=\sum_{k=0}^{2l+1}\sum_\mu g_k(\mu)\,u^kx^\mu ,
\end{equation}
and Eq.~\eqref{eq:Z} is $Z=P(t\,y^{1/2},x)\,P(t\,y^{-1/2},x)$. A product of the terms $k=N_\uparrow$ and $k=N_\downarrow$ carries $t^{N_\uparrow+N_\downarrow}y^{(N_\uparrow-N_\downarrow)/2}$. Matching the exponents to $N$ and $M_S$ gives
\begin{equation}
N_\uparrow=\tfrac N2+M_S,\qquad N_\downarrow=\tfrac N2-M_S,
\end{equation}
and matching the power of $x$ gives
\begin{equation}
C_N(M_L,M_S)=\sum_\mu g_{N_\uparrow}(\mu)\,g_{N_\downarrow}(M_L-\mu).
\label{eq:conv}
\end{equation}
The count vanishes if $N_\uparrow$ or $N_\downarrow$ exceeds $2l+1$, since electrons of equal spin need different $m$.

\section{Cobalt, $3d^7 4s^2$}

The $4s$ subshell and the inner subshells are full. The terms are those of $d^7$, with $l=2$, $N=7$ and ten spin-orbitals. All numbers below are dimensionless counts.

First the subset numbers. Two different values of $m$ from $\{-2,\ldots,2\}$ have sum $3$ as $\{2,1\}$, sum $2$ as $\{2,0\}$, sum $1$ as $\{2,-1\}$ or $\{1,0\}$, and sum $0$ as $\{2,-2\}$ or $\{1,-1\}$. Hence
\begin{equation}
g_2(\mu)=2,\,2,\,1,\,1\quad\text{for }\mu=0,1,2,3,
\end{equation}
with $g_2(-\mu)=g_2(\mu)$. All five values of $m$ sum to zero, so a subset with sum $\mu$ leaves a complement with sum $-\mu$. This gives $g_3=g_2$ and $g_4=g_1$, where $g_1(\mu)=1$ for $|\mu|\le2$. The full set gives $g_5(0)=1$ and nothing else.

For $M_S=5/2$ one would need $N_\uparrow=6$, more than the five available orbitals, so the count is zero. For $M_S=3/2$ the occupations are $N_\uparrow=5$ and $N_\downarrow=2$, and Eq.~\eqref{eq:conv} reduces to $C_7(M_L,3/2)=g_2(M_L)$.

For $M_S=1/2$ they are $N_\uparrow=4$ and $N_\downarrow=3$. Since $g_4$ is $1$ for $|\mu|\le2$, the count is a sum of five neighbouring values of $g_3$:
\begin{align}
C_7(0,\tfrac12)&=1+2+2+2+1=8,\nonumber\\
C_7(1,\tfrac12)&=2+2+2+1+1=8,\nonumber\\
C_7(2,\tfrac12)&=2+2+1+1+0=6,\nonumber\\
C_7(3,\tfrac12)&=2+1+1+0+0=4,\nonumber\\
C_7(4,\tfrac12)&=1+1+0+0+0=2,\nonumber\\
C_7(5,\tfrac12)&=1+0+0+0+0=1 .
\end{align}
The next count, at $M_L=6$, is zero. Both differences now follow. In the table, $D$ is the first difference in $M_L$, and $a(L,1/2)=D(L,1/2)-D(L,3/2)$.
\begin{center}
\begin{tabular}{lcccccc}
$L$ or $M_L$ & 0 & 1 & 2 & 3 & 4 & 5\\
\hline
$C_7(M_L,1/2)$ & 8 & 8 & 6 & 4 & 2 & 1\\
$C_7(M_L,3/2)$ & 2 & 2 & 1 & 1 & 0 & 0\\
$D(L,1/2)$ & 0 & 2 & 2 & 2 & 1 & 1\\
$D(L,3/2)$ & 0 & 1 & 0 & 1 & 0 & 0\\
$a(L,1/2)$ & 0 & 1 & 2 & 1 & 1 & 1\\
$a(L,3/2)$ & 0 & 1 & 0 & 1 & 0 & 0
\end{tabular}
\end{center}
With the letters $S,P,D,F,G,H$ for $L=0,\ldots,5$, the terms are
\begin{equation}
{}^4F,\;{}^4P,\;{}^2H,\;{}^2G,\;{}^2F,\;{}^2D\ (\text{twice}),\;{}^2P .
\end{equation}
There are seven different pairs $(L,S)$ but eight terms, in agreement with Eq.~\eqref{eq:total} and $C_7(0,1/2)=8$. A term has $(2L+1)(2S+1)$ states. In the order listed, with both $^2D$ terms together, the states add up to
\begin{equation}
28+12+22+18+14+20+6=120=\binom{10}{7},
\end{equation}
as Eq.~\eqref{eq:binom} requires. By the hole relation the same list holds for $d^3$.

The repeated difference in $M_L$ would give $6-2\cdot4+2=0$ for $^2D$, instead of $2$. Equation~\eqref{eq:wrong} explains the zero: two terms have $L=2$, both $^2D$, and two have $L=3$, namely $^2F$ and $^4F$. They cancel.

The numerical check checks the multiplicities without using the differences. It builds $\mathbf L^2$ and $\mathbf S^2$ from ladder operators in the determinant basis and diagonalizes them for all fillings of the $s$, $p$ and $d$ shells and for $f^3$, 22 cases in all. For $d^7$ it also finds two $^2D$ terms.

\section{What the count leaves open}

The two $^2D$ terms have the same $L$ and $S$, so these labels cannot tell them apart. In the single-configuration model their energies are the eigenvalues of a $2\times2$ matrix, whereas each of the other terms has a $1\times1$ block. The count fixes the sizes of these blocks but not their elements. It therefore gives neither the order of the terms nor any accidental coincidence of their energies.

Spin-orbit coupling does not commute with $\mathbf L$ and $\mathbf S$ separately and can mix different terms. The list then still enumerates a complete basis of the configuration, but $L$ and $S$ need no longer label the energy eigenstates. Mixing with another configuration of the same parity enlarges the blocks of those terms that the added configuration also contains, and its counts must then be included. For example, $3d^9$ adds only to the $^2D$ block. Terms that the first configuration lacks open new blocks, such as the $^2S$ of $3d^84s$.

\section*{Computed results}
\begin{verbatim}
Co atom, open shell 3d7: l = 2 , N = 7 (all numbers are counts)
Spin-orbitals in the shell: 10
Determinants of d7: 120
Full 4s2 shell, {(ML, 2MS): count}: {(0, 0): 1}
g_1(mu) for mu = 0..3: [1, 1, 1, 0]
g_2(mu) for mu = 0..3: [2, 2, 1, 1]
g_3(mu) for mu = 0..3: [2, 2, 1, 1]
g_4(mu) for mu = 0..3: [1, 1, 1, 0]
g_5(mu) for mu = 0..3: [1, 0, 0, 0]
Counts C(ML,MS) for ML = 0..6:
  MS = 1/2: [8, 8, 6, 4, 2, 1, 0]
  MS = 3/2: [2, 2, 1, 1, 0, 0, 0]
  MS = 5/2: [0, 0, 0, 0, 0, 0, 0]
First differences C(L,MS) - C(L+1,MS) for L = 0..5:
  MS = 1/2: [0, 2, 2, 2, 1, 1]
  MS = 3/2: [0, 1, 0, 1, 0, 0]
Mixed differences a(L,S) for L = 0..5:
  S = 1/2: [0, 1, 2, 1, 1, 1]
  S = 3/2: [0, 1, 0, 1, 0, 0]
Term, multiplicity a, states a(2L+1)(2S+1):
  4F: 1, 28
  4P: 1, 12
  2H: 1, 22
  2G: 1, 18
  2F: 1, 14
  2D: 2, 20
  2P: 1, 6
Sum of states over terms: 120
Total number of terms: 8
Number of different (L,S) pairs: 7
2D by mixed difference: 2
2D by diagonalization of L^2 and S^2: 2
2D by repeated ML difference (wrong rule): 0
d3 has the same terms as d7: True
Shells l^N checked by diagonalization: 22
\end{verbatim}
